# Thermal Width of Band-to-Band Emission in Energy and Wavelength: verification in Python

```python
"""Band-to-band emission of nondegenerate carriers in a direct-gap semiconductor.

Result under test: S(E) = sqrt(E - Eg) exp(-E/kT) peaks at Eg + kT/2, has
full width at half maximum w kT with
    w = [W0(-1/(4e)) - W-1(-1/(4e))]/2   (W: Lambert function),
and has wavelength width about lambda_p^2 w kT/(h c).
E: photon energy, Eg: gap, kT: thermal energy, lambda_p: peak wavelength.
Energies are in eV and wavelengths in nm unless a name says otherwise.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq, minimize_scalar
from scipy.special import expit, lambertw

boltzmann = const.k / const.e
hc = const.h * const.c / const.e * 1e9
hartree = const.physical_constants["Hartree energy in eV"][0]
temperature = 300.0
kT = boltzmann * temperature


def peak_and_half_points(log_spectrum, low, high):
    """Numerical maximum and the two half-maximum points of a single peak."""
    found = minimize_scalar(lambda z: -log_spectrum(z), bounds=(low, high),
                            method="bounded", options={"xatol": 1e-10})
    peak = found.x
    top = log_spectrum(peak)

    def above_half(z):
        return log_spectrum(z) - top + np.log(2.0)

    return peak, brentq(above_half, low, peak), brentq(above_half, peak, high)


def log_emission(energy, gap, thermal, power=0):
    """Logarithm of E^power sqrt(E - Eg) exp(-E/kT)."""
    return (0.5 * np.log(energy - gap) - energy / thermal
            + power * np.log(energy))


# Closed-form half-maximum points in units of kT above the gap
argument = -1.0 / (4.0 * np.e)
x_low = -lambertw(argument, 0).real / 2
x_high = -lambertw(argument, -1).real / 2
w = x_high - x_low

# Line shape from a direct sum over a cubic grid of k points (atomic units)
mass_e, mass_h = 0.1, 0.5
eta_nondegenerate = -6.0   # (quasi-Fermi level minus band edge)/kT
kT_hartree = kT / hartree
reduced_mass = mass_e * mass_h / (mass_e + mass_h)
x_max = 12.0
k_max = np.sqrt(2 * reduced_mass * x_max * kT_hartree)
n_grid = 160
k_axis = (np.arange(n_grid) + 0.5) * k_max / n_grid
k_squared = (k_axis[:, None, None]**2 + k_axis[None, :, None]**2
             + k_axis[None, None, :]**2).ravel()
electron_x = k_squared / (2 * mass_e * kT_hartree)
hole_x = k_squared / (2 * mass_h * kT_hartree)
weights = (expit(eta_nondegenerate - electron_x)
           * expit(eta_nondegenerate - hole_x))
edges = np.linspace(0, x_max, 49)
counted, _ = np.histogram(electron_x + hole_x, bins=edges, weights=weights)
counted /= counted.sum()
predicted = np.array([quad(lambda x: np.sqrt(x) * np.exp(-x), a, b)[0]
                      for a, b in zip(edges[:-1], edges[1:])])
predicted /= predicted.sum()
shape_error = np.max(np.abs(counted - predicted)) / predicted.max()
# Tolerance covers grid noise and the small Fermi correction exp(-6)
assert shape_error < 0.015

# Peak and width for several gaps and temperatures
for test_gap in (0.8, 1.4):
    for test_temperature in (150.0, 300.0, 450.0):
        thermal = boltzmann * test_temperature
        peak, left, right = peak_and_half_points(
            lambda E: log_emission(E, test_gap, thermal),
            test_gap + 1e-12, test_gap + 10 * thermal)
        assert abs((peak - test_gap) / thermal - 0.5) < 1e-4
        assert abs((left - test_gap) / thermal - x_low) < 1e-5
        assert abs((right - test_gap) / thermal - x_high) < 1e-5

print(f"Temperature: {temperature:.0f} K")
print(f"Thermal energy kT: {kT * 1e3:.3f} meV")
print(f"h c: {hc:.3f} eV nm")
print(f"Lower half-maximum point (E-Eg)/kT: {x_low:.5f}")
print(f"Upper half-maximum point (E-Eg)/kT: {x_high:.5f}")
print(f"Width factor w: {w:.5f}")
print(f"Peak offset kT/2: {kT / 2 * 1e3:.3f} meV")
print(f"Energy width w kT: {w * kT * 1e3:.2f} meV")
print(f"Model electron mass: {mass_e:.1f} electron masses")
print(f"Model hole mass: {mass_h:.1f} electron masses")
print(f"k-sum deviation / largest bin: {shape_error * 100:.2f} percent")

# The two emitters
for wavelength in (870.0, 1550.0):
    photon = hc / wavelength
    gap = photon - kT / 2
    energy_low, energy_high = gap + x_low * kT, gap + x_high * kT
    width_short = wavelength**2 * w * kT / hc
    width_exact = hc * w * kT / (energy_low * energy_high)
    short_end = hc / (gap + 10 * kT)
    long_end = hc / (gap + 1e-12)

    # Half-maximum points found directly on the wavelength axis
    peak_nm, left_nm, right_nm = peak_and_half_points(
        lambda lam: log_emission(hc / lam, gap, kT), short_end, long_end)
    assert abs(peak_nm - wavelength) < 1e-2
    assert abs((right_nm - left_nm) / width_exact - 1) < 1e-5
    # The short formula neglects terms of relative order kT/E
    assert 0 < width_short / (right_nm - left_nm) - 1 < 1.5 * kT / photon

    # Spectrum per unit wavelength: the Jacobian adds a factor E^2
    density_peak, density_left, density_right = peak_and_half_points(
        lambda lam: log_emission(hc / lam, gap, kT, 2), short_end, long_end)
    density_width = density_right - density_left
    assert density_width > width_exact and density_peak < wavelength

    print(f"--- Emitter with energy-spectrum peak at {wavelength:.0f} nm")
    print(f"Peak photon energy: {photon:.4f} eV")
    print(f"Gap: {gap:.4f} eV")
    print(f"Lower half-maximum energy: {energy_low:.4f} eV")
    print(f"Upper half-maximum energy: {energy_high:.4f} eV")
    print(f"Short-wavelength half point: {left_nm:.2f} nm")
    print(f"Long-wavelength half point: {right_nm:.2f} nm")
    print(f"Width, short formula: {width_short:.2f} nm")
    print(f"Width, exact mapping: {width_exact:.2f} nm")
    print(f"Per-wavelength spectrum, peak: {density_peak:.2f} nm")
    print(f"Per-wavelength spectrum, width: {density_width:.2f} nm")
    print(f"kT / peak photon energy: {kT / photon:.4f}")

    # Slow factors E^n act as a slightly higher effective temperature
    for power in (1, 2, 3):
        peak, left, right = peak_and_half_points(
            lambda E: log_emission(E, gap, kT, power),
            gap + 1e-12, gap + 10 * kT)
        stretch = 1 / (1 - power * kT / photon)
        # Neglected curvature of ln(E^n) is of order n (kT/E)^2
        assert abs((peak - gap) / kT - 0.5 * stretch) < 0.01
        assert abs((right - left) / (w * kT * stretch) - 1) < 0.01
        print(f"Factor E^{power}: peak offset {(peak - gap) / kT:.4f} kT, "
              f"width {(right - left) / kT:.4f} kT")

# Effect of degeneracy on the width, with Fermi occupations
electron_share = reduced_mass / mass_e
hole_share = reduced_mass / mass_h
eta_degenerate = 3.0
fermi_widths = []
print("--- Fermi occupations, hole level fixed outside its band")
for eta_electron in (eta_nondegenerate, eta_degenerate):
    peak, left, right = peak_and_half_points(
        lambda x: (0.5 * np.log(x)
                   + np.log(expit(eta_electron - electron_share * x))
                   + np.log(expit(eta_nondegenerate - hole_share * x))),
        1e-12, 20.0)
    fermi_widths.append(right - left)
    print(f"Electron level {eta_electron:+.0f} kT from band edge: "
          f"peak offset {peak:.3f} kT, width {right - left:.3f} kT")
print(f"Hole level: {-eta_nondegenerate:.0f} kT inside the gap")
assert abs(fermi_widths[0] / w - 1) < 0.01
assert fermi_widths[1] > 1.5 * w

print("verified")
```

It prints:

```
Temperature: 300 K
Thermal energy kT: 25.852 meV
h c: 1239.842 eV nm
Lower half-maximum point (E-Eg)/kT: 0.05091
Upper half-maximum point (E-Eg)/kT: 1.84632
Width factor w: 1.79540
Peak offset kT/2: 12.926 meV
Energy width w kT: 46.41 meV
Model electron mass: 0.1 electron masses
Model hole mass: 0.5 electron masses
k-sum deviation / largest bin: 0.44 percent
--- Emitter with energy-spectrum peak at 870 nm
Peak photon energy: 1.4251 eV
Gap: 1.4122 eV
Lower half-maximum energy: 1.4135 eV
Upper half-maximum energy: 1.4599 eV
Short-wavelength half point: 849.26 nm
Long-wavelength half point: 877.15 nm
Width, short formula: 28.34 nm
Width, exact mapping: 27.89 nm
Per-wavelength spectrum, peak: 869.70 nm
Per-wavelength spectrum, width: 28.89 nm
kT / peak photon energy: 0.0181
Factor E^1: peak offset 0.5092 kT, width 1.8281 kT
Factor E^2: peak offset 0.5188 kT, width 1.8621 kT
Factor E^3: peak offset 0.5288 kT, width 1.8972 kT
--- Emitter with energy-spectrum peak at 1550 nm
Peak photon energy: 0.7999 eV
Gap: 0.7870 eV
Lower half-maximum energy: 0.7883 eV
Upper half-maximum energy: 0.8347 eV
Short-wavelength half point: 1485.37 nm
Long-wavelength half point: 1572.83 nm
Width, short formula: 89.94 nm
Width, exact mapping: 87.46 nm
Per-wavelength spectrum, peak: 1548.27 nm
Per-wavelength spectrum, width: 92.98 nm
kT / peak photon energy: 0.0323
Factor E^1: peak offset 0.5167 kT, width 1.8539 kT
Factor E^2: peak offset 0.5345 kT, width 1.9162 kT
Factor E^3: peak offset 0.5536 kT, width 1.9827 kT
--- Fermi occupations, hole level fixed outside its band
Electron level -6 kT from band edge: peak offset 0.501 kT, width 1.797 kT
Electron level +3 kT from band edge: peak offset 1.648 kT, width 3.896 kT
Hole level: 6 kT inside the gap
verified
```
